# Reflectionless oblique incidence of shear-horizontal waves at a welded interface: test program

```python
"""
Reflectionless angle of a shear-horizontal (SH) wave at a welded interface.

Result under test: for a wave from medium 1 into medium 2,
    sin^2(theta_B) = (z^2 - 1) / (z^2 n^2 - 1),  z = Z2/Z1,  n = c2/c1,
with density rho, shear modulus mu, speed c = sqrt(mu/rho), impedance Z = rho c.
The zero exists when z-1 and n-1 have the same sign.
p = sin(theta)/c is the conserved slowness along the interface.
A medium is a tuple (rho, a_zz, a_xx): density and the moduli for gradients
normal to and along the interface (equal in an isotropic medium).
Consistent units: g/cm3, GPa, km/s = nm/ps, nm, ps.  Time factor exp(-i w t).
The independent road is a finite-element solution of the wave equation.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

HBAR_MEV_PS = const.hbar / const.e * 1e3 * 1e12


def normal_wavenumber(medium, p, omega):
    rho, azz, axx = medium
    return omega * np.sqrt((rho - axx * p**2) / azz + 0j)


def load(medium, p):
    """Traction per velocity; equals Z cos(theta) in an isotropic medium."""
    return medium[1] * normal_wavenumber(medium, p, 1.0)


def r_formula(m1, m2, p):
    y1, y2 = load(m1, p), load(m2, p)
    return (y1 - y2) / (y1 + y2)


def fem(m1, m2, p, energy_mev, layer=None, thickness=0.0):
    """Reflected and transmitted amplitudes from linear finite elements."""
    omega = energy_mev / HBAR_MEV_PS
    half, count = 20.0, 4000
    h = 2 * half / count
    mid = -half + h * (np.arange(count) + 0.5)
    regions = [mid < 0, (mid >= 0) & (mid < thickness), mid >= thickness]
    media = [m1, layer if layer is not None else m2, m2]
    stiff = np.zeros(count, complex)
    mass = np.zeros(count, complex)
    for where, (rho, azz, axx) in zip(regions, media):
        where = where & (stiff == 0)
        stiff[where] = azz / h
        mass[where] = omega**2 * (rho - axx * p**2) * h / 6
    q1 = normal_wavenumber(m1, p, omega)
    q2 = normal_wavenumber(m2, p, omega)
    band = np.zeros((3, count + 1), complex)
    band[1, :-1] += stiff - 2 * mass
    band[1, 1:] += stiff - 2 * mass
    band[0, 1:] = -stiff - mass
    band[2, :-1] = -stiff - mass
    band[1, 0] -= 1j * m1[1] * q1
    band[1, -1] -= 1j * m2[1] * q2
    rhs = np.zeros(count + 1, complex)
    rhs[0] = -2j * m1[1] * q1
    u = solve_banded((1, 1), band, rhs)
    r = (u[0] - 1) * np.exp(-2j * q1 * half)
    t = u[-1] * np.exp(-1j * (q1 + q2) * half)
    return r, t


def fem_zero(m1, m2, energy_mev):
    """Slowness at which the finite-element reflection changes sign."""
    p_max = min(np.sqrt(m1[0] / m1[2]), np.sqrt(m2[0] / m2[2]))
    f = lambda p: fem(m1, m2, p, energy_mev)[0].real
    assert f(1e-3 * p_max) < 0 < f(0.999 * p_max)
    return brentq(f, 1e-3 * p_max, 0.999 * p_max)


def sin2_formula(z, n):
    return (z**2 - 1) / (z**2 * n**2 - 1)


deg = np.degrees
# Rough typical inputs: silicon oxide and silicon
rho1, mu1 = 2.20, 31.0
rho2, C11, C12, C44 = 2.33, 166.0, 64.0, 80.0
C_prime = (C11 - C12) / 2
energy = 1.0
oxide = (rho1, mu1, mu1)
silicon = (rho2, C44, C44)
silicon110 = (rho2, C44, C_prime)
c1, c2 = np.sqrt(mu1 / rho1), np.sqrt(C44 / rho2)
Z1, Z2 = rho1 * c1, rho2 * c2
z, n = Z2 / Z1, c2 / c1
sin2 = sin2_formula(z, n)
theta1 = np.arcsin(np.sqrt(sin2))
theta2 = np.arcsin(n * np.sin(theta1))
theta_c = np.arcsin(1 / n)
pB = np.sin(theta1) / c1

# Reflection amplitude, including angles of total reflection
fem_error = 0.0
for angle in np.radians([0, 15, 30, 37, 45, 70]):
    p = np.sin(angle) / c1
    fem_error = max(fem_error, abs(fem(oxide, silicon, p, energy)[0]
                                  - r_formula(oxide, silicon, p)))
assert fem_error < 1e-4

# Zero angle, its independence of frequency, and full transmission
zero_angles = []
for test_energy in (0.5, 1.0, 2.0):
    zero_angles.append(deg(np.arcsin(c1 * fem_zero(oxide, silicon, test_energy))))
assert np.allclose(zero_angles, deg(theta1), atol=2e-3, rtol=0)
rB, tB = fem(oxide, silicon, pB, energy)
flux = abs(tB)**2 * (load(silicon, pB) / load(oxide, pB)).real
assert abs(flux - 1) < 1e-4 and abs(tB - 1) < 1e-4
assert abs(fem(silicon, oxide, pB, energy)[0]) < 1e-4
assert theta1 < theta_c
tan_form = np.sqrt((z**2 - 1) / (n**2 - 1)) / z
assert abs(np.tan(np.radians(zero_angles[1])) - tan_form) < 1e-4

# Existence rule and uniqueness for random pairs of media
rng = np.random.default_rng(4)
with_zero = 0
for _ in range(300):
    ra, ma, rb, mb = np.exp(rng.uniform(-0.7, 0.7, 4))
    a, b = (ra, ma, ma), (rb, mb, mb)
    ca, cb = np.sqrt(ma / ra), np.sqrt(mb / rb)
    zz, nn = rb * cb / (ra * ca), cb / ca
    s_max = min(1.0, 1 / nn**2) * (1 - 1e-12)
    f = lambda s: r_formula(a, b, np.sqrt(s) / ca).real
    values = f(np.linspace(0, s_max, 1500))
    changes = np.count_nonzero(np.diff(np.sign(values)))
    expected = (zz - 1) * (nn - 1) > 0
    assert changes == int(expected)
    if expected:
        with_zero += 1
        assert abs(brentq(f, 0, s_max) - sin2_formula(zz, nn)) < 1e-6

# Equal densities: the two ray angles add to 90 degrees
twin = (rho1, C44, C44)
p_twin = fem_zero(oxide, twin, energy)
twin_1 = np.arcsin(p_twin * c1)
twin_2 = np.arcsin(p_twin * np.sqrt(C44 / rho1))
assert abs(deg(twin_1 + twin_2) - 90) < 0.01
assert abs(np.tan(twin_1) - np.sqrt(mu1 / C44)) < 1e-4
assert abs(deg(theta1 + theta2) - 90) > 0.5

# Cubic silicon from its full stiffness tensor: pure SH motion, no conversion
I3 = np.eye(3)
tensor = (C12 * np.einsum('ij,kl->ijkl', I3, I3)
          + C44 * (np.einsum('ik,jl->ijkl', I3, I3)
                   + np.einsum('il,jk->ijkl', I3, I3)))
for i in range(3):
    tensor[i, i, i, i] += C11 - C12 - 2 * C44
s2 = np.sqrt(0.5)
cases = [(np.array([1, 0, 0.]), np.array([0, 1, 0.]), C44),
         (np.array([s2, s2, 0]), np.array([s2, -s2, 0]), C_prime)]
for along, polar, axx in cases:
    for kx, kz in [(1.0, 0.3), (0.4, 1.1)]:
        k = kx * along + kz * I3[2]
        force = np.einsum('ijkl,j,k,l->i', tensor, k, polar, k)
        assert np.allclose(force, (axx * kx**2 + C44 * kz**2) * polar)
        traction = np.einsum('ikl,k,l->i', tensor[:, 2], polar, k)
        assert np.allclose(traction, C44 * kz * polar)

# Zero angle for the [110] azimuth
p110 = np.sqrt((C44 * rho2 - mu1 * rho1) / (C44 * C_prime - mu1**2))
theta110 = np.arcsin(p110 * c1)
theta110_fem = np.arcsin(c1 * fem_zero(oxide, silicon110, energy))
assert abs(deg(theta110 - theta110_fem)) < 2e-3
theta110_c = np.arcsin(c1 * np.sqrt(rho2 / C_prime))
R110_at_B = abs(r_formula(oxide, silicon110, pB))**2

# Transition layer with the mean density and modulus of its neighbours
d_layer = 0.5
mu_l = (mu1 + C44) / 2
layer = ((rho1 + rho2) / 2, mu_l, mu_l)
R_layer = {}
for test_energy in (1.0, 5.0):
    ratio = (load(layer, pB) / load(oxide, pB)).real
    phase = normal_wavenumber(layer, pB, test_energy / HBAR_MEV_PS).real * d_layer
    F = 0.25 * (ratio - 1 / ratio)**2 * np.sin(phase)**2
    R_layer[test_energy] = F / (1 + F)
    R_num = abs(fem(oxide, silicon, pB, test_energy, layer, d_layer)[0])**2
    assert abs(R_num / R_layer[test_energy] - 1) < 0.01

# Damping in the oxide, from an assumed energy decay length
decay_nm = 200.0
omega = energy / HBAR_MEV_PS
Q = omega / c1 * decay_nm
mu_lossy = mu1 * (1 - 1j / Q)
lossy = (rho1, mu_lossy, mu_lossy)
decay_check = 1 / (2 * (omega * np.sqrt(rho1 / mu_lossy)).imag)
assert abs(decay_check / decay_nm - 1) < 1e-3
r_lossy = r_formula(lossy, silicon, pB)
assert abs(fem(lossy, silicon, pB, energy)[0] - r_lossy) < 2e-5

# Assumed modulus drift: oxide up and silicon down by the same fraction
drift = 0.01
mu_w, C_w = mu1 * (1 + drift), C44 * (1 - drift)
z_w = np.sqrt(rho2 * C_w / (rho1 * mu_w))
n_w = np.sqrt(C_w * rho1 / (rho2 * mu_w))
shift_drift = deg(np.arcsin(np.sqrt(sin2_formula(z_w, n_w))) - theta1)

# Hemispherical transmission and detailed balance
T12 = lambda s: 1 - abs(r_formula(oxide, silicon, np.sqrt(s) / c1))**2
T21 = lambda s: 1 - abs(r_formula(silicon, oxide, np.sqrt(s) / c2))**2
alpha12 = quad(T12, 0, 1 / n**2)[0]
alpha21 = quad(T21, 0, 1)[0]
assert abs(alpha12 / c1**2 - alpha21 / c2**2) < 1e-6
assert alpha12 < 1 / n**2

# Angular window with reflectance below one percent
p_crit = 1 / c2
edge = lambda v: brentq(lambda p: r_formula(oxide, silicon, p).real - v,
                        0, p_crit * (1 - 1e-12))
low, high = [deg(np.arcsin(c1 * edge(v))) for v in (-0.1, 0.1)]

# Wavelengths
wavelength = 2 * np.pi * c1 / omega
trace = wavelength / np.sin(theta1)
T_chip = 350.0
kT = const.k * T_chip / const.e * 1e3
wavelength_kT = 2 * np.pi * c1 * HBAR_MEV_PS / kT

print(f"oxide density (rough input)       {rho1:.2f} g/cm3")
print(f"oxide shear modulus (rough input) {mu1:.1f} GPa")
print(f"silicon density (rough input)     {rho2:.2f} g/cm3")
print(f"silicon C11, C12, C44 (rough)     {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"silicon (C11-C12)/2               {C_prime:.1f} GPa")
print(f"shear speeds oxide, silicon       {c1:.3f}, {c2:.3f} km/s")
print(f"impedances oxide, silicon         {Z1:.3f}, {Z2:.3f} 10^6 kg/(m2 s)")
print(f"impedance ratio z                 {z:.4f}")
print(f"speed ratio n                     {n:.4f}")
print(f"sin^2 of zero angle               {sin2:.4f}")
print(f"zero angle in oxide               {deg(theta1):.2f} deg = {theta1:.4f} rad")
print(f"refracted angle in silicon        {deg(theta2):.2f} deg")
print(f"sum of the two angles             {deg(theta1 + theta2):.2f} deg")
print(f"critical angle                    {deg(theta_c):.2f} deg")
print(f"matched load Z cos(theta)         {load(oxide, pB).real:.3f} 10^6 kg/(m2 s)")
print(f"zero angle from finite elements   {zero_angles[1]:.2f} deg")
print(f"largest amplitude error, 6 angles {fem_error:.1e}")
print(f"random pairs with a zero          {with_zero} of 300")
print(f"equal-density zero angle          {deg(twin_1):.2f} deg")
print(f"equal-density sum of angles       {deg(twin_1 + twin_2):.2f} deg")
for angle in (0, 20, 30, 37, 39):
    R = abs(r_formula(oxide, silicon, np.sin(np.radians(angle)) / c1))**2
    print(f"reflectance at {angle:2d} deg             {100 * R:.2f} %")
print(f"reflectance below 1 % from, to    {low:.2f}, {high:.2f} deg")
print(f"hemispherical transmission        {alpha12:.4f}")
print(f"share of flux below critical      {1 / n**2:.4f}")
print(f"phonon energy                     {energy:.1f} meV")
print(f"wavelength in oxide               {wavelength:.2f} nm")
print(f"trace wavelength on interface     {trace:.2f} nm = {10 * trace:.1f} angstrom")
print(f"[110] zero angle                  {deg(theta110):.2f} deg")
print(f"[110] critical angle              {deg(theta110_c):.2f} deg")
print(f"[110] reflectance at [100] zero   {100 * R110_at_B:.2f} %")
print(f"transition layer (assumed)        {d_layer:.1f} nm")
print(f"layer reflectance at 1 meV        {100 * R_layer[1.0]:.4f} %")
print(f"layer reflectance at 5 meV        {100 * R_layer[5.0]:.3f} %")
print(f"oxide energy decay length (assumed) {decay_nm:.0f} nm")
print(f"reflectance left by damping       {100 * abs(r_lossy)**2:.1e} %")
print(f"opposite modulus drift (assumed)  {100 * drift:.0f} %")
print(f"zero-angle shift by drift         {shift_drift:+.2f} deg")
print(f"chip temperature                  {T_chip:.0f} K")
print(f"thermal energy kT                 {kT:.1f} meV")
print(f"oxide wavelength at energy kT     {wavelength_kT:.2f} nm")
print("all assertions hold")
```

It prints:

```
oxide density (rough input)       2.20 g/cm3
oxide shear modulus (rough input) 31.0 GPa
silicon density (rough input)     2.33 g/cm3
silicon C11, C12, C44 (rough)     166, 64, 80 GPa
silicon (C11-C12)/2               51.0 GPa
shear speeds oxide, silicon       3.754, 5.860 km/s
impedances oxide, silicon         8.258, 13.653 10^6 kg/(m2 s)
impedance ratio z                 1.6532
speed ratio n                     1.5610
sin^2 of zero angle               0.3062
zero angle in oxide               33.60 deg = 0.5864 rad
refracted angle in silicon        59.75 deg
sum of the two angles             93.35 deg
critical angle                    39.84 deg
matched load Z cos(theta)         6.879 10^6 kg/(m2 s)
zero angle from finite elements   33.60 deg
largest amplitude error, 6 angles 4.2e-06
random pairs with a zero          156 of 300
equal-density zero angle          31.90 deg
equal-density sum of angles       90.00 deg
reflectance at  0 deg             6.06 %
reflectance at 20 deg             3.84 %
reflectance at 30 deg             0.78 %
reflectance at 37 deg             2.89 %
reflectance at 39 deg             18.56 %
reflectance below 1 % from, to    29.33, 35.94 deg
hemispherical transmission        0.3929
share of flux below critical      0.4104
phonon energy                     1.0 meV
wavelength in oxide               15.52 nm
trace wavelength on interface     28.05 nm = 280.5 angstrom
[110] zero angle                  46.95 deg
[110] critical angle              53.35 deg
[110] reflectance at [100] zero   3.22 %
transition layer (assumed)        0.5 nm
layer reflectance at 1 meV        0.0129 %
layer reflectance at 5 meV        0.295 %
oxide energy decay length (assumed) 200 nm
reflectance left by damping       3.0e-04 %
opposite modulus drift (assumed)  1 %
zero-angle shift by drift         +0.30 deg
chip temperature                  350 K
thermal energy kT                 30.2 meV
oxide wavelength at energy kT     0.51 nm
all assertions hold
```
